**Hall factors of a nondegenerate parabolic band**

The program tests R_H = −r/n with r = ⟨τ²⟩/⟨τ⟩², where n is the electron density, τ the relaxation time, and ⟨…⟩ the thermal average with weight E^{3/2}(−df₀/dE). Symbolic integration asserts r = 3π/8 for τ ∝ E^{−1/2} and r = 315π/512 for τ ∝ E^{3/2}. Golden-rule quadratures are asserted to agree with the derived rates, within 2% for acoustic phonons and 0.5% for screened impurities. A solution of the Boltzmann equation on an angular grid, made without the ansatz used in the derivation, is asserted to reproduce the Hall coefficient at weak and finite magnetic field. Further assertions cover the strong-field limit, the degenerate limit, and the movement of r toward the power-law value when screening is weakened. The output shows that the full impurity logarithm lowers r from 1.93 to 1.68 for the chosen parameters. With acoustic and frozen-logarithm impurity rates added, r is 1.170, below both single-mechanism values.

## Numerical check

```python
"""Hall factor r = <tau^2>/<tau>^2 of a nondegenerate parabolic band.

Result under test: R_H = -r/n (atomic units, electrons of charge -1), with
r = 3 pi/8 for tau ~ E^(-1/2) (acoustic phonons) and r = 315 pi/512 for
tau ~ E^(3/2) (ionized impurities with a frozen screening logarithm).
<A> is the average of A with weight E^(3/2) (-df0/dE); x = E/kT;
tau0 = tau at E = kT; omega = B/m is the cyclotron frequency.
All algebra is in Hartree atomic units; printed numbers use eV and angstrom.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, e as charge_si
from scipy.optimize import brentq
from scipy.special import expit

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10

# Model parameters: chosen in eV and angstrom, then converted
mass = 0.3
kT_ev, density_A, epsilon = 0.025, 1e-7, 10.0
deform_ev, elastic_evA3, sound_evA = 5.0, 1.0, 0.04
kT = kT_ev / HARTREE
density = density_A * BOHR**3
deform = deform_ev / HARTREE
elastic = elastic_evA3 / HARTREE * BOHR**3
sound = sound_evA / HARTREE / BOHR
k_thermal = np.sqrt(2 * mass * kT)
debye_sq = 4 * np.pi * density / (epsilon * kT)
band_density = 2 * (mass * kT / (2 * np.pi))**1.5

# Exact averages by symbolic integration of the definition
X = sp.symbols("x", positive=True)


def exact_average(power):
    top = sp.integrate(X**(sp.Rational(3, 2) + power) * sp.exp(-X), (X, 0, sp.oo))
    bottom = sp.integrate(X**sp.Rational(3, 2) * sp.exp(-X), (X, 0, sp.oo))
    return sp.simplify(top / bottom)


s_ac, s_ii = sp.Rational(-1, 2), sp.Rational(3, 2)
mean_ac, square_ac = exact_average(s_ac), exact_average(2 * s_ac)
mean_ii, square_ii = exact_average(s_ii), exact_average(2 * s_ii)
r_ac_exact = sp.simplify(square_ac / mean_ac**2)
r_ii_exact = sp.simplify(square_ii / mean_ii**2)
assert sp.simplify(r_ac_exact - 3 * sp.pi / 8) == 0
assert sp.simplify(r_ii_exact - 315 * sp.pi / 512) == 0
r_ac, r_ii = float(r_ac_exact), float(r_ii_exact)


# Derived scattering rates
def acoustic_rate(x):
    return deform**2 * kT * mass * k_thermal * np.sqrt(x) / (np.pi * elastic)


def screening_log(x, q_sq=debye_sq):
    b = 4 * k_thermal**2 * x / q_sq
    return np.log1p(b) - b / (1 + b)


def impurity_rate(x, log_value):
    k = k_thermal * np.sqrt(x)
    return 2 * np.pi * density * mass * log_value / (epsilon**2 * k**3)


# Golden rule by quadrature over final states with a narrow Gaussian delta
def golden_rule_rate(x, branches, n_cos):
    k = k_thermal * np.sqrt(x)
    energy = k**2 / (2 * mass)
    k_out = np.linspace(0.6 * k, 1.4 * k, 4001)[:, None]
    cosine, weight = np.polynomial.legendre.leggauss(n_cos)
    q = np.sqrt(k**2 + k_out**2 - 2 * k * k_out * cosine)
    width = 0.004 * energy
    total = np.zeros_like(q)
    for strength, gain in branches(q):
        miss = (k_out**2 / (2 * mass) - energy - gain) / width
        total += strength * np.exp(-miss**2 / 2) / (width * np.sqrt(2 * np.pi))
    total *= k_out**2 * (1 - k_out * cosine / k)
    step = k_out[1, 0] - k_out[0, 0]
    return 2 * np.pi * 2 * np.pi / (2 * np.pi)**3 * np.sum(total @ weight) * step


def phonon_branches(q):
    omega_q = sound * q
    occupation = 1 / np.expm1(omega_q / kT)
    base = deform**2 * omega_q / (2 * elastic)
    return [(base * occupation, omega_q), (base * (occupation + 1), -omega_q)]


def impurity_branches(q):
    return [(density * (4 * np.pi / (epsilon * (q**2 + debye_sq)))**2, 0.0)]


golden_ac = {x: golden_rule_rate(x, phonon_branches, 60) for x in (1.0, 4.0)}
golden_ii = {x: golden_rule_rate(x, impurity_branches, 400) for x in (1.0, 6.0)}
for x, rate in golden_ac.items():
    # phonon energies are kept in the quadrature and dropped in the formula
    assert abs(rate / acoustic_rate(x) - 1) < 0.02
for x, rate in golden_ii.items():
    # finite width of the Gaussian delta limits the agreement
    assert abs(rate / impurity_rate(x, screening_log(x)) - 1) < 5e-3

# Energy grid in u = sqrt(E/kT) and thermal averages
nodes, weights = np.polynomial.legendre.leggauss(120)
u, du = 3.5 * (nodes + 1), 3.5 * weights
xs = u**2


def average(values):
    w = du * u**4 * np.exp(-xs)
    return np.sum(w * values) / np.sum(w)


def hall_factor(tau, omega=0.0):
    if omega == 0.0:
        return average(tau**2) / average(tau)**2
    longitudinal = average(tau / (1 + (omega * tau)**2))
    transverse = average(omega * tau**2 / (1 + (omega * tau)**2))
    return transverse / (omega * (longitudinal**2 + transverse**2))


log_fixed = screening_log(3.0)
tau_ac = 1 / acoustic_rate(xs)
tau_ii = 1 / impurity_rate(xs, log_fixed)
tau_full = 1 / impurity_rate(xs, screening_log(xs))
tau_mix = 1 / (1 / tau_ac + 1 / tau_ii)
tau0_ac = 1 / acoustic_rate(1.0)
tau0_ii = 1 / impurity_rate(1.0, log_fixed)


# Boltzmann equation solved on an azimuthal grid, no ansatz for the solution:
# f1/tau + omega df1/dphi = (E.v) df0/dE
def boltzmann_hall_coefficient(tau, omega):
    n_phi = 64
    h = 2 * np.pi / n_phi
    phi = h * np.arange(n_phi)
    eye = np.eye(n_phi)
    derivative = (8 * (np.roll(eye, 1, 1) - np.roll(eye, -1, 1))
                  - (np.roll(eye, 2, 1) - np.roll(eye, -2, 1))) / (12 * h)
    direction = np.stack([np.cos(phi), np.sin(phi)], axis=1)
    matrix = eye[None] / tau[:, None, None] + omega * derivative[None]
    source = np.broadcast_to(direction, (len(tau), n_phi, 2)).copy()
    response = np.linalg.solve(matrix, source)
    cosine, w_cos = np.polynomial.legendre.leggauss(8)
    polar = np.sum(w_cos * (1 - cosine**2))
    k, dk = k_thermal * u, k_thermal * du
    f0 = density / band_density * np.exp(-xs)
    counted = 2 / (2 * np.pi)**3 * np.sum(4 * np.pi * k**2 * dk * f0)
    assert abs(counted / density - 1) < 1e-9
    radial = k**2 * dk * (k / mass)**2 * f0 / kT
    angular = h * np.einsum("pb,epa->eba", direction, response)
    sigma = 2 / (2 * np.pi)**3 * polar * np.einsum("e,eba->ba", radial, angular)
    return np.linalg.inv(sigma)[1, 0] / (mass * omega)


weak_omega = 1e-7 / HARTREE
solved = {}
for name, tau, expected in (("acoustic", tau_ac, r_ac),
                            ("impurity", tau_ii, r_ii),
                            ("full log", tau_full, hall_factor(tau_full)),
                            ("mixed", tau_mix, hall_factor(tau_mix))):
    solved[name] = -density * boltzmann_hall_coefficient(tau, weak_omega)
    assert abs(solved[name] / expected - 1) < 2e-4, name

# Finite field: averages against the grid solution, then the strong-field limit
for tau, tau0 in ((tau_ac, tau0_ac), (tau_ii, tau0_ii)):
    for strength in (0.1, 1.0):
        omega = strength / tau0
        grid_value = -density * boltzmann_hall_coefficient(tau, omega)
        assert abs(grid_value / hall_factor(tau, omega) - 1) < 1e-4
    assert abs(hall_factor(tau, 100 / tau0) - 1) < 5e-3

# Weaker screening makes the logarithm flatter: r moves toward the power law
r_full, r_mix = hall_factor(tau_full), hall_factor(tau_mix)
tau_weak = 1 / impurity_rate(xs, screening_log(xs, debye_sq * 1e-10))
r_weak_screen = hall_factor(tau_weak)
assert abs(r_weak_screen - r_ii) < 0.5 * abs(r_full - r_ii)

# Fermi-Dirac occupation
u_fd = np.linspace(0, 11, 20001)
x_fd = u_fd[1:]**2
u_fd = u_fd[1:]
step_fd = u_fd[1] - u_fd[0]


def fermi_hall_factor(power, eta):
    w = u_fd**4 / np.cosh((x_fd - eta) / 2)**2
    norm = np.sum(w)
    return (np.sum(w * x_fd**(2 * power)) / norm) / (np.sum(w * x_fd**power) / norm)**2


def filling(eta):
    return 4 / np.sqrt(np.pi) * np.sum(u_fd**2 * expit(eta - x_fd)) * step_fd


eta = brentq(lambda y: filling(y) - density / band_density, -12, 5)
r_fd_ac, r_fd_ii = fermi_hall_factor(-0.5, eta), fermi_hall_factor(1.5, eta)
for power in (-0.5, 1.5):
    sommerfeld = 1 + np.pi**2 * power**2 / (3 * 60.0**2)
    assert abs(fermi_hall_factor(power, 60.0) - sommerfeld) < 1e-4

print(f"mass {mass} electron masses; kT {kT_ev} eV; epsilon {epsilon}")
print(f"n = N_i = {density_A:.1e} A^-3; n/N_c = {density/band_density:.4f}")
print(f"deformation potential {deform_ev} eV; c_l {elastic_evA3} eV/A^3")
print(f"hbar*sound speed {sound_evA} eV A")
print(f"thermal wave number k(kT) = {k_thermal/BOHR:.5f} A^-1")
print(f"Debye length 1/q_D = {BOHR/np.sqrt(debye_sq):.2f} A")
print(f"largest phonon energy at E=kT: {2*sound*k_thermal*HARTREE:.5f} eV")
for x, rate in golden_ac.items():
    print(f"acoustic hbar/tau at {x:.0f} kT: golden rule {rate*HARTREE:.4e} eV,"
          f" formula {acoustic_rate(x)*HARTREE:.4e} eV")
for x, rate in golden_ii.items():
    formula = impurity_rate(x, screening_log(x))
    print(f"impurity hbar/tau at {x:.0f} kT: golden rule {rate*HARTREE:.4e} eV,"
          f" formula {formula*HARTREE:.4e} eV")
print(f"screening log F at 1, 3, 6 kT: {screening_log(1.0):.3f},"
      f" {log_fixed:.3f}, {screening_log(6.0):.3f}")
print(f"hbar/tau0 acoustic {HARTREE/tau0_ac:.4e} eV")
print(f"hbar/tau0 impurity, F frozen at 3 kT: {HARTREE/tau0_ii:.4e} eV")
print(f"acoustic <tau>/tau0 = {mean_ac} = {float(mean_ac):.5f}")
print(f"acoustic <tau^2>/tau0^2 = {square_ac} = {float(square_ac):.5f}")
print(f"impurity <tau>/tau0 = {mean_ii} = {float(mean_ii):.5f}")
print(f"impurity <tau^2>/tau0^2 = {square_ii} = {float(square_ii):.5f}")
print(f"acoustic hbar/<tau> = {HARTREE/(tau0_ac*float(mean_ac)):.4e} eV")
print(f"impurity hbar/<tau> = {HARTREE/(tau0_ii*float(mean_ii)):.4e} eV")
for name, exact, r in (("acoustic", r_ac_exact, r_ac), ("impurity", r_ii_exact, r_ii)):
    print(f"{name} r = {exact} = {r:.5f}; Boltzmann grid {solved[name]:.5f}")
    volume = -r / density_A
    print(f"  e R_H = {volume:.4e} A^3; R_H = {volume*1e-24/charge_si:.2f} cm^3/C")
    print(f"  apparent density n/r = {density_A/r:.4e} A^-3")
print(f"impurity r with full F(E): {r_full:.5f}")
print(f"impurity r with full F(E), q_D^2 times 1e-10: {r_weak_screen:.5f}")
print(f"r with acoustic and frozen-F impurity rates added: {r_mix:.5f}")
print(f"Fermi-Dirac: eta = {eta:.3f}; r acoustic {r_fd_ac:.5f},"
      f" impurity {r_fd_ii:.5f}")
print(f"degenerate, eta = 60: r acoustic {fermi_hall_factor(-0.5, 60.0):.5f},"
      f" impurity {fermi_hall_factor(1.5, 60.0):.5f}")
print("classical field dependence of n|R_H|:")
for strength in (0.01, 0.1, 1.0, 10.0, 100.0):
    print(f"  omega*tau0 = {strength:g}: acoustic"
          f" {hall_factor(tau_ac, strength/tau0_ac):.4f}, impurity"
          f" {hall_factor(tau_ii, strength/tau0_ii):.4f}")
print("OK")
```

It prints:

```
mass 0.3 electron masses; kT 0.025 eV; epsilon 10.0
n = N_i = 1.0e-07 A^-3; n/N_c = 0.0255
deformation potential 5.0 eV; c_l 1.0 eV/A^3
hbar*sound speed 0.04 eV A
thermal wave number k(kT) = 0.04437 A^-1
Debye length 1/q_D = 117.54 A
largest phonon energy at E=kT: 0.00355 eV
acoustic hbar/tau at 1 kT: golden rule 3.4615e-04 eV, formula 3.4751e-04 eV
acoustic hbar/tau at 4 kT: golden rule 6.9332e-04 eV, formula 6.9502e-04 eV
impurity hbar/tau at 1 kT: golden rule 2.1774e-03 eV, formula 2.1774e-03 eV
impurity hbar/tau at 6 kT: golden rule 2.1914e-04 eV, formula 2.1915e-04 eV
screening log F at 1, 3, 6 kT: 3.708, 4.794, 5.484
hbar/tau0 acoustic 3.4751e-04 eV
hbar/tau0 impurity, F frozen at 3 kT: 2.8155e-03 eV
acoustic <tau>/tau0 = 4/(3*sqrt(pi)) = 0.75225
acoustic <tau^2>/tau0^2 = 2/3 = 0.66667
impurity <tau>/tau0 = 8/sqrt(pi) = 4.51352
impurity <tau^2>/tau0^2 = 315/8 = 39.37500
acoustic hbar/<tau> = 4.6196e-04 eV
impurity hbar/<tau> = 6.2379e-04 eV
acoustic r = 3*pi/8 = 1.17810; Boltzmann grid 1.17809
  e R_H = -1.1781e+07 A^3; R_H = -73.53 cm^3/C
  apparent density n/r = 8.4883e-08 A^-3
impurity r = 315*pi/512 = 1.93282; Boltzmann grid 1.93281
  e R_H = -1.9328e+07 A^3; R_H = -120.64 cm^3/C
  apparent density n/r = 5.1738e-08 A^-3
impurity r with full F(E): 1.68036
impurity r with full F(E), q_D^2 times 1e-10: 1.88471
r with acoustic and frozen-F impurity rates added: 1.16989
Fermi-Dirac: eta = -3.660; r acoustic 1.17629, impurity 1.92558
degenerate, eta = 60: r acoustic 1.00023, impurity 1.00205
classical field dependence of n|R_H|:
  omega*tau0 = 0.01: acoustic 1.1780, impurity 1.9145
  omega*tau0 = 0.1: acoustic 1.1718, impurity 1.5706
  omega*tau0 = 1: acoustic 1.0763, impurity 1.1251
  omega*tau0 = 10: acoustic 1.0023, impurity 1.0108
  omega*tau0 = 100: acoustic 1.0000, impurity 1.0004
OK
```
